\section*{Comment on a covalent percentage assigned to the zinc–carbon bond}

\section{The argument under review}

The manuscript considers dimethylzinc, a vapour precursor for zinc oxide. It divides one Zn--C bond into CH$_3$Zn$^+$ and CH$_3^-$, carries out an energy decomposition, and finds that the orbital term supplies about 17\% of the total attraction. It then reasons in three steps: the bond is 17\% covalent; an analysis of the same molecule that reports about 42\% must contain an error; and a bond so ionic should break into ions when the precursor reacts.

The decomposition itself is legitimate. The question is whether the percentage belongs to the bond, as all three steps require, or to the bond together with the fragments chosen to describe it. This can be settled by holding the molecule, geometry, basis and energy functional fixed and changing only the charges of the fragments, with the spin states that go with them.

\section{What is being divided}

Let $A$ be the CH$_3$Zn fragment and $B$ the CH$_3$ fragment, each frozen at its geometry in the molecule. The interaction energy is
\begin{equation}
\Delta E_{\rm int}=E_{AB}-E_A-E_B
=\Delta E_{\rm es}+\Delta E_{\rm Pauli}+\Delta E_{\rm orb}.
\end{equation}
Attraction is negative, and relaxation of the separated fragments is excluded. The electrostatic term is the Coulomb energy between the two frozen charge distributions, nuclei included. The reported percentage is
\begin{equation}
s=\frac{\Delta E_{\rm orb}}{\Delta E_{\rm orb}+\Delta E_{\rm es}}
=\frac{1}{1+\Delta E_{\rm es}/\Delta E_{\rm orb}} .
\end{equation}
It lies between 0 and 100\% when both terms are negative, as they are below. The Pauli term does not enter it.

I work in unrestricted Hartree--Fock theory with real orbitals. Let $P_\sigma$ be the density matrix for spin $\sigma$, $h$ the one-electron matrix and $V_{nn}$ the nuclear repulsion. Then
\begin{equation}
E[P]=V_{nn}+\sum_\sigma{\rm Tr}\,P_\sigma h
+\frac12\sum_\sigma{\rm Tr}\,P_\sigma G_\sigma[P],
\end{equation}
where $G_\sigma[P]=J[P_\alpha+P_\beta]-K[P_\sigma]$ contains Coulomb repulsion and exchange. It is linear in $P$, and $\sum_\sigma{\rm Tr}\,X_\sigma G_\sigma[Y]=\sum_\sigma{\rm Tr}\,Y_\sigma G_\sigma[X]$.

First add the fragment densities without antisymmetrising the product, $P^s=P^A+P^B$. The terms of $E[P^s]$ that involve one fragment alone give $E_A+E_B$. The cross terms are the attraction of each electron cloud to the other fragment's nuclei, the repulsion between the nuclei, and, because the two equal halves of the quadratic term add, $\sum_\sigma{\rm Tr}\,P^A_\sigma G_\sigma[P^B]$. The Coulomb parts together form $\Delta E_{\rm es}$, so
\begin{equation}
E[P^s]=E_A+E_B+\Delta E_{\rm es}+X_{AB},\qquad
X_{AB}=-\sum_\sigma{\rm Tr}\,P^A_\sigma K[P^B_\sigma].
\end{equation}

The orbitals of $A$ and $B$ overlap, so $P^s$ does not belong to a determinant. Collect the occupied fragment orbitals of one spin as the columns of $C$, and let $S$ be the basis overlap matrix. Their mutual overlap is $O=C^{T}SC$. The orbitals $CO^{-1/2}$ are orthonormal and span the same space, so they give the antisymmetrised product up to normalisation. Its density matrix is
\begin{equation}
P^0=(CO^{-1/2})(CO^{-1/2})^{T}=C\,(C^{T}SC)^{-1}C^{T}.
\end{equation}
The Pauli term is the energy of this determinant minus $E_A+E_B+\Delta E_{\rm es}$. Substituting for that sum from $E[P^s]$ gives
\begin{equation}
\Delta E_{\rm Pauli}=E[P^0]-E[P^s]+X_{AB}.
\end{equation}

Finally the determinant relaxes to the molecular state $P$. Put $D=P-P^0$. By the symmetry of $G$,
\begin{align}
\sum_\sigma{\rm Tr}\,D_\sigma G_\sigma[P+P^0]
&=\sum_\sigma{\rm Tr}\left(P_\sigma G_\sigma[P]+P_\sigma G_\sigma[P^0]
-P^0_\sigma G_\sigma[P]-P^0_\sigma G_\sigma[P^0]\right)\nonumber\\
&=\sum_\sigma{\rm Tr}\left(P_\sigma G_\sigma[P]-P^0_\sigma G_\sigma[P^0]\right),
\end{align}
because the two middle terms cancel. Half of this is the two-electron part of $E[P]-E[P^0]$, and therefore
\begin{equation}
\Delta E_{\rm orb}=E[P]-E[P^0]
=\sum_\sigma{\rm Tr}\,(P-P^0)_\sigma\,F_\sigma\!\left[\tfrac12(P+P^0)\right],
\qquad F_\sigma=h+G_\sigma .
\end{equation}
The starting point $P^0$ appears explicitly. The orbital term is the energy released in going from a chosen reference to the molecule, and it has no value until the reference is named.

\section{What changes with the fragment charges}

The molecular energy cancels when two references are compared:
\begin{align}
\Delta E_{\rm int}^{\rm ion}-\Delta E_{\rm int}^{\rm neut}
&=-(E_{A^+}+E_{B^-})+(E_A+E_B)\nonumber\\
&=-\left[(E_{A^+}-E_A)-(E_B-E_{B^-})\right]=-(I_A-A_B).
\end{align}
Here $I_A$ is the ionisation energy of CH$_3$Zn and $A_B$ the electron affinity of CH$_3$, both at frozen geometry and at the level of theory used. In Hartree--Fock theory $A_B$ is negative: closed-shell CH$_3^-$ lies above the radical, although the real anion is weakly bound. Only the difference $I_A-A_B$ enters. This fixes the sum of the changes in the three terms. It does not keep the ratio in $s$ constant.

For the example I take a linear C--Zn--C axis with both Zn--C lengths 0.195 nm. The basis is def2-SVP with diffuse $s$ and $p$ functions added on carbon and the $f$ shell removed from zinc. The neutral fragments are doublets with opposite unpaired spins; the ions are closed-shell. I include the reversed ion pair, CH$_3$Zn$^-$ and CH$_3^+$, as a deliberately poor reference. Energies are in eV.

\begin{center}
\begin{tabular}{lrrr}
 & neutral & ionic & reversed\\
$\Delta E_{\rm es}$ & $-5.00$ & $-15.74$ & $-9.66$\\
$\Delta E_{\rm Pauli}$ & $6.35$ & $8.59$ & $9.26$\\
$\Delta E_{\rm orb}$ & $-3.70$ & $-3.13$ & $-12.68$\\
$\Delta E_{\rm int}$ & $-2.35$ & $-10.28$ & $-13.08$\\
$s$ & 42.5\% & 16.6\% & 56.8\%
\end{tabular}
\end{center}

The shares follow directly from the terms:
\begin{equation}
s_{\rm neut}=\frac{3.695}{3.695+5.002}=42.5\%,\qquad
s_{\rm ion}=\frac{3.129}{3.129+15.736}=16.6\% .
\end{equation}
Self-consistent calculations started from each of the three reference determinants reached the same molecular energy to within $10^{-9}$ eV. The two percentages that the manuscript sets against each other can therefore both be correct. They describe different paths to one molecular state.

The fragment energies close the cycle. The ionic pair lies 7.926 eV above the neutral pair, and $-10.276+7.926=-2.350$ eV recovers the neutral interaction energy.

Between the neutral and ionic references the orbital term changes by only 0.57 eV, while the electrostatic term changes by $-10.73$ eV. If the neutral orbital term is kept and the ionic electrostatic term inserted, the share is already $3.695/(3.695+15.736)=19.0\%$. Most of the fall from 42.5\% thus comes from the denominator, not from any loss of orbital stabilisation. Unit point charges at the zinc and carbon positions would attract by 7.38 eV. That is about two thirds of the size of the electrostatic change. The net charge of each ion is centred off its nucleus, towards the partner, so point charges placed at those centres would attract more strongly. Either estimate gives only the scale, because the change also contains the interaction of each transferred charge with the neutral partner. For the reversed pair the orbital term changes greatly as well, since relaxation must undo a transfer of charge in the wrong direction.

\section{A limit in which the percentage misleads completely}

Move the two frozen fragments far apart. Overlap vanishes, and with it the Pauli term. The ionic electrostatic term becomes $-e^2/(4\pi\varepsilon_0R)$ plus dipole corrections. At $R=4.0$ nm the full Coulomb integrals give $-0.3649$ eV and the charge--dipole expression $-0.3644$ eV; for the neutral pair the term is only $-2\times10^{-6}$ eV.

Suppose that the state being analysed is the lowest unrestricted one, which here separates into neutral fragments because $I_A-A_B=7.93$ eV exceeds the Coulomb attraction. Neglecting the weak interaction between the neutral fragments, $\Delta E_{\rm int}^{\rm ion}=-(I_A-A_B)$. With no Pauli term this is also $\Delta E_{\rm es}+\Delta E_{\rm orb}$, so
\begin{equation}
\Delta E_{\rm orb}^{\rm ion}\simeq-(I_A-A_B)+\frac{e^2}{4\pi\varepsilon_0R},
\qquad
s_{\rm ion}\simeq1-\frac{e^2}{4\pi\varepsilon_0R\,(I_A-A_B)} .
\end{equation}
With the computed electrostatic term at 4.0 nm this estimate is $1-0.365/7.926=95\%$, and it tends to 100\% as $R$ grows. Two fragments that no longer bind would be called almost wholly covalent. The orbital term here is the energy of returning an electron from CH$_3^-$ to CH$_3$Zn$^+$. The formula does not apply at bonding distance, where overlap and Pauli repulsion are large.

\section{The orbital term is not electron sharing alone}

The manuscript also identifies $\Delta E_{\rm orb}$ with covalency. Relaxation from $P^0$ includes the distortion of each fragment in the field of the other. To illustrate this response, I placed a bare unit positive charge at the zinc position beside the frozen CH$_3^-$ and let the anion relax using its own basis functions only. The energy fell by 1.21 eV, although the charge brought no orbitals with it. This is not a component to subtract from the 3.13 eV in the table: the real partner is an extended ion with Pauli repulsion, and in a complete basis a bare charge could itself bind electrons. The value also depends strongly on the anion's basis, because functions centred on the methyl group can describe density drawn towards the charge. The test shows that part of an orbital term can arise without orbitals on the partner; it does not fix the size of that part.

Nor is there a unique best reference to rescue the percentage. One criterion prefers the smallest $|\Delta E_{\rm orb}|$, which here selects the ionic pair. Another prefers the smallest displacement of total electron density,
\begin{equation}
N_{\rm disp}=\frac12\int|\rho(\mathbf r)-\rho^0(\mathbf r)|\,d^3r ,
\end{equation}
where $\rho$ and $\rho^0$ belong to $P$ and $P^0$. It gives 0.42 electrons for the neutral pair, 0.65 for the ionic pair and 1.44 for the reversed pair, and so selects the neutral one. Both criteria reject the reversed pair, but they disagree on the choice that matters here. The second choice also depends on ignoring spin, since $N_{\rm disp}$ does not register a change in spin density that leaves the total density unchanged. If $|\rho_\sigma-\rho^0_\sigma|$ is integrated for each spin separately and half the sum is taken, the result is 0.91 electrons for the neutral pair and 0.65 for the ionic pair, and the preference is reversed.

\section{Reliability and the real precursor}

The bond length of 0.195 nm is a chosen value, not an optimised one. With the other Zn--C bond held fixed, the Hartree--Fock minimum of the analysed bond is near 0.200 nm. Stretching that bond to 0.203 nm gives shares of 44.3\% and 17.1\%. Plain def2-SVP, which removes the diffuse functions and restores the zinc $f$ shell, gives 44.1\% and 15.2\%. These shifts of at most about two points are small beside the 26-point difference between the references. Both basis sets are of double-zeta quality, so they do not establish the basis-set limit of either share.

Correlation also changes the energies. At second order it changes the interaction energy by $-1.21$ eV for the neutral pair, about half the Hartree--Fock value, and by $-0.18$ eV for the ionic pair. These values are not corrected for basis-set superposition, an error large enough here to leave the sign of the small ionic change unsettled; the contrast between the two references is the significant result. I have not divided this correction among the terms, so the shares remain Hartree--Fock shares. First-order scalar relativity changes the neutral interaction by only $-0.01$ eV. Flattening of the released methyl radical lowers its energy by 0.36 eV, which is one reason why $-\Delta E_{\rm int}$ is not a dissociation energy.

The manuscript's third step fails on energetic grounds for the isolated molecule. At frozen geometry, Hartree--Fock theory gives a cost of 10.28 eV for separation into ions and 2.35 eV for separation into radicals, even though the ionic analysis reports a small orbital share. With the second-order changes above, the gap is still about 7 eV. At a rough deposition temperature of 450 K, $k_BT$ is 0.039 eV. In a reactor, however, the precursor meets a surface that can bind both fragments as the bond breaks. That violates the isolated-molecule assumption, and its effect on the energies has not been calculated here. A reaction route needs the energies of the surface reaction and its barriers; neither percentage supplies them.

\section{Recommendation}

The decomposition can be kept if the claim is changed. The authors should state the charge and spin state of each fragment, report all three terms with the fragment energies, and call $s$ the orbital share for that reference. In a series of precursors the same type of reference should be used throughout. Even then, a trend in $s$ may reflect electrostatics or fragment polarisation, so the separate terms must be examined before it is attributed to covalency. The numerical output gives the values for all three references.

\section*{Calculated quantities}
\begin{verbatim}
Zn-C length 0.195 nm, C-H length 0.109 nm, Zn-C-H 111 deg
diffuse exponent on carbon 0.045 bohr^-2, basis functions 90
molecular HF energy -1856.711806 hartree
largest energy spread of restarts 7.9e-10 eV
References: neutral CH3Zn + CH3; ionic CH3Zn+ + CH3-; reversed CH3Zn- + CH3+
interaction energy: neutral -2.350, ionic -10.276, reversed -13.076 eV
electrostatic term: neutral -5.002, ionic -15.736, reversed -9.656 eV
Pauli term: neutral 6.346, ionic 8.589, reversed 9.263 eV
orbital term: neutral -3.695, ionic -3.129, reversed -12.682 eV
orbital share: neutral 42.5, ionic 16.6, reversed 56.8 %
fragment energy above neutral pair: neutral 0.000, ionic 7.926, reversed 10.725 eV
ionic minus neutral: int -7.926, elstat -10.734, pauli 2.242, orb 0.566 eV
displaced electrons: neutral 0.417, ionic 0.647, reversed 1.435 electrons
point-charge attraction at the Zn-C length -7.384 eV
ionic electrostatic term by quadrature -15.735 eV
electrostatics at 4.0 nm: neutral -0.000002 eV, ionic -0.36490 eV
charge-dipole model for ions at 4.0 nm -0.36442 eV
CH3- relaxation beside a bare +1 charge -1.211 eV
Sizes of neglected effects
MP2 change of interaction energy: neutral -1.207, ionic -0.176 eV
plain def2-SVP interaction energy: neutral -2.461, ionic -10.975 eV
plain def2-SVP orbital term: neutral -3.579, ionic -2.728 eV
plain def2-SVP orbital share: neutral 44.1, ionic 15.2 %
HF minimum of the analysed bond (parabola) 0.2001 nm
orbital share at 0.203 nm: neutral 44.3, ionic 17.1 %
first-order scalar relativity, neutral interaction -0.009 eV
flattening of the methyl radical -0.360 eV
thermal energy kT at 450 K 0.0388 eV
\end{verbatim}
